Why beryllocene tends to slip while magnesocene keeps two η⁵ rings

**What happens**

Two cyclopentadienyl rings, C₅H₅⁻ or Cp⁻, can hold a dication M²⁺ between them. In magnesocene both rings lie flat over the metal, each bound through all five carbon atoms (η⁵). In crystals of beryllocene one ring does this, while the other has slipped sideways and is bound mainly through a single carbon atom (η¹). Both metals are divalent and both bond through one valence s and three valence p orbitals. The number of orbitals therefore cannot separate them by itself, and the size of the metal has to enter.

The numbers below are for isolated molecules in the restricted Hartree-Fock model with the 6-31G basis, which has no d functions. The slip energy is defined as

E_slip = E(η⁵,η¹) − E(η⁵,η⁵),

so a negative value favours slipping. The height h is the distance from the metal to the plane of an η⁵ ring. Such rings are kept regular and planar, with C–C 1.42 Å and C–H 1.08 Å.

**Metal size sets the ring spacing**

With one ring present, the optimum height is 1.41 Å in CpBe⁺ and 1.91 Å in CpMg⁺. A stacked molecule has ring spacing R = 2h, so a difference of 0.5 Å in height becomes a difference of 1 Å in spacing.

Beryllium cannot keep its short distance to two stacked rings. In stacked BeCp₂ the optimum height is 1.73 Å, a stretch of 0.32 Å, and the spacing is 3.45 Å. Part of this stretch may arise because a second anion weakens the pull of the metal on the first. For MgCp₂ a trial height of 2.07 Å was used, giving a spacing of 4.14 Å. That height was not optimised, so no stretch is quoted for magnesium.

**Why filled rings repel**

Let χt and χb be matching filled π orbitals of the top and bottom rings, each normalised, with overlap S > 0. Let each have energy ε, and let β be the energy matrix element between them. The normalised combinations are

ψ± = (χt ± χb)/√(2 ± 2S).

Their energies are

E± = (2ε ± 2β)/(2 ± 2S) = (ε ± β)/(1 ± S).

Subtracting ε over a common denominator gives

E₊ − ε = (β − εS)/(1 + S),
E₋ − ε = −(β − εS)/(1 − S).

The in-phase combination is the bonding one, so β − εS is negative. Writing it as −kS with k > 0,

E₊ − ε = −kS/(1 + S),
E₋ − ε = +kS/(1 − S).

The out-of-phase level rises by more than the in-phase level falls. With two electrons in each, the net cost is

E_rep = 2(E₊ − ε) + 2(E₋ − ε)
= 2kS[1/(1 − S) − 1/(1 + S)]
= 4kS²/(1 − S²).

This is Pauli repulsion in a one-electron model. If S falls as exp(−αR), k varies slowly and S is small, then E_rep falls as exp(−λR) with λ = 2α.

The full calculation takes two frozen Cp⁻ rings and compares their antisymmetrised product with the simple product. It gives 30.5 kJ/mol at the stacked beryllium spacing and 3.1 kJ/mol at the magnesium spacing. Hence

λ ≈ ln(30.5/3.1)/(4.14 − 3.45) ≈ 3.3 Å⁻¹.

In this basis the repulsion falls by a factor e for every 0.3 Å of extra spacing.

The sizes depend strongly on the basis, because 6-31G cuts off the outer tails of a free anion. With diffuse functions added (6-31+G), the two repulsions become about 78 and 15 kJ/mol, and λ drops to about 2.4 Å⁻¹. The steep fall with spacing remains, but the individual values are not converged. The rule λ = 2α is also only a rough guide. In 6-31G, between 3.00 and 3.45 Å, the overlap of the e₁ orbitals defined below gives 2α ≈ 3.0 Å⁻¹ against λ ≈ 3.2 Å⁻¹. In 6-31+G, between 3.45 and 4.14 Å, it gives only 2α ≈ 1.3 Å⁻¹ against λ ≈ 2.4 Å⁻¹, so there the one-pair model with constant k does not reproduce the decay. The 6-31G values are used below, unless stated otherwise, to match the other energies.

This also gives the outward push on the rings. Write the stacked energy as E(h) = 2A(h) + P(2h), where P is the Pauli repulsion and 2A collects everything else. At the minimum

dE/dh = 2A′(h) + 2P′(2h) = 0.

The second factor 2 comes from R = 2h. Since P′ = −λP,

A′(h) = λP(2h) > 0.

The ring therefore sits on the outer, rising side of A, further out than it would without the repulsion. For beryllium λP is about 3.3 × 30.5 ≈ 100 kJ/mol per Å. At the magnesium trial height it is about 10 kJ/mol per Å.

**What the metal orbitals can and cannot stabilise**

The two rings carry six filled π pairs. Each ring supplies one orbital without a vertical node and two, called e₁, that vary around the ring as cos φ and sin φ. The sums and differences over the two rings are a₁g, a₂u, e₁u and e₁g, where g and u mean even and odd under inversion through the metal.

Take χt as the cos φ orbital of the top ring, and let i denote inversion. Inversion carries a lobe from azimuth φ to φ + π, where the cosine has the opposite sign. To give facing lobes the same sign, the bottom orbital must therefore be χb = −iχt. The metal p_x orbital obeys i p_x = −p_x, so

⟨p_x|χb⟩ = −⟨p_x|iχt⟩ = −⟨i p_x|χt⟩ = ⟨p_x|χt⟩.

It follows that

⟨p_x|χt − χb⟩ = 0,
⟨p_x|χt + χb⟩ = 2⟨p_x|χt⟩.

The same holds for p_y and the sin φ orbitals. Metal s and p_z have no overlap with either, because cos φ and sin φ average to zero around the fivefold ring. The sum, e₁u, is thus stabilised by metal p. The difference, e₁g, is the combination that ring–ring overlap pushes up, and it finds no metal s or p partner.

The computed orbitals agree. The largest overlap of the e₁g pair with any metal s or p basis function is about 2 × 10⁻¹³ for both metals, which is zero to rounding. For e₁u it is 0.44 with beryllium and 0.41 with magnesium. The orbital deficit is the same, but its consequence is not: e₁g lies 9.85 − 7.65 = 2.20 eV above e₁u in stacked beryllocene and 9.09 − 8.22 = 0.87 eV above it in magnesocene. The beryllium levels were taken at the scanned height nearest the optimum, 1.76 Å. These gaps contain both the ring–ring splitting and the stabilisation of e₁u by the metal, which were not separated.

Slipping does not create more metal orbitals. Requiring a combination of six π orbitals to have zero overlap with four metal functions sets four linear equations for six coefficients, so at least two independent solutions exist in any geometry. A useful description of the slipped form counts three pairs donated by the η⁵ ring and one by the η¹ carbon atom. The two remaining pairs can then be pictured as the double bonds of a diene on the slipped ring, instead of out-of-phase pairs shared between facing rings. This last picture is an interpretation; the localisation was not computed.

**How the balance comes out**

The slipped beryllium structure has its η⁵ ring at 1.50 Å, a Be–C bond of 1.72 Å to the other ring, and an angle of 106° between that bond and the line from the bonded carbon into its ring. For magnesium the values are 2.00 Å, 2.12 Å and 94°. These are trial shapes. The results are

E_slip(Be) = −17 kJ/mol (−0.18 eV),
E_slip(Mg) = +92 kJ/mol (+0.95 eV).

The beryllium value is not converged with the basis: with d functions added (6-31G*), the same slipped shape and the stack at 1.73 Å, it becomes about −9 kJ/mol.

Optimising the height of the magnesium stack could only raise its value, whereas relaxing the slipped form would lower it. The +92 kJ/mol therefore belongs to this shape and is not a barrier or the energy of a second minimum. Relief of frozen-ring repulsion can do little to offset this cost, because the magnesium stack has only about 3 kJ/mol of it, or about 15 kJ/mol with diffuse functions. The other contributions were not separated for magnesium.

For beryllium, slipping lowers the frozen-ring repulsion from 30.5 to 23.6 kJ/mol, a direct relief of just 7 kJ/mol in this basis. The stack has already avoided most of the repulsion by stretching, at the expense of metal–ring attraction. In the trial slipped form the η⁵ ring sits at 1.50 Å instead of 1.73 Å; this shorter height was chosen, not optimised. A stack with both rings at 1.50 Å would have a repulsion of about 131 kJ/mol. That value is extrapolated from wider spacings, but it implies a decay of ln(131/30.5)/0.45 ≈ 3.2 Å⁻¹, close to the 3.3 Å⁻¹ found above. With diffuse functions the repulsion at this spacing rises to about 240 kJ/mol.

Controls show what the second ring contributes. In CpBe⁺, moving the ring from η⁵ at 1.50 Å to the η¹ position, including its change of shape, costs about 250 kJ/mol, so beryllium alone strongly prefers η⁵. Replacing the other ring by five charges of −1/5 at its carbon positions reduces the cost to 145 kJ/mol. The charges help the slip but do not make it favourable by themselves. They repel the moving ring and also alter its bonding to the metal; these two effects were not separated.

With the real second ring, the slipped form lies 17 kJ/mol below the relaxed stack, and hence at least 17 kJ/mol below a stack held at 1.50 Å. The effects of the ring beyond those of the point charges thus favour slipping by at least 145 + 17 = 162 kJ/mol. In the same basis, relief of frozen-ring repulsion amounts to about 131 − 24 = 107 kJ/mol. Because the repulsion depends strongly on the basis, and the total was not recomputed with diffuse functions, no reliable share can be assigned to it. Competition of the two rings for the same metal orbitals may also contribute, but it was not isolated.

**How far to trust the small number**

Hartree-Fock leaves out electron correlation, including dispersion attraction between the rings. Evaluating the PBE0 functional on the Hartree-Fock densities, with the slipped form unchanged and the stack at the scanned height of 1.76 Å, shifts the beryllium slip energy by +16 kJ/mol, to −1 kJ/mol. PBE0 does not describe long-range dispersion either, so that part remains missing. In this estimate the two forms are level. Second-order perturbation theory (MP2), which does include dispersion, gives a larger shift: in 6-31G*, with the stack at 1.73 Å, about +25 kJ/mol, taking the slip energy from −9 to about +16 kJ/mol. The sign therefore depends on the method, and full relaxation could move the result either way. For the shapes tried, the calculation shows beryllium close to slipping and magnesium far from it, in line with the size argument. It does not establish the beryllium ground state; for that, the observed structure is the evidence.

Set beside the real compounds, the magnesium trial stack has Mg–C = √(2.07² + 1.21²) ≈ 2.4 Å, where 1.21 Å is the ring radius; the measured distance is roughly 2.3 Å. Real beryllocene is slipped in the crystal, and its rings exchange roles rapidly in solution. Decamethylberyllocene, with a methyl group on every ring carbon, has two η⁵ rings in its crystal. A small energy difference is compatible with both facts. For beryllium the neglect of correlation is a serious limitation, since its estimated effect, +16 to +25 kJ/mol, is as large as the Hartree-Fock preference itself or larger. Adding d functions alone shifts the slip energy by about +8 kJ/mol. The effect of the small basis on the heights and on the magnesium value, and that of the unrelaxed slipped shapes on the slip energies, were not estimated and may matter too.

**What to do about it**

For magnesocene with unsubstituted rings, the stacked structure is a sound starting point. For a beryllium analogue, optimise both forms with a method that includes correlation and dispersion, use a basis with polarisation functions, and add vibrational free energies before comparing them. Differences of a few kJ/mol should not be used to assign the structure, because thermal energy at room temperature is already about 2.5 kJ/mol.

A single averaged ring signal in an NMR spectrum does not prove two η⁵ rings, since fast exchange gives the same signal. When ring substituents are changed, the structure should be determined afresh. The size argument explains why beryllium is under more strain than magnesium in a stack, but it does not fix the sign of a nearly balanced energy difference. The individual 6-31G values are listed in the numerical output.

Values computed for the example and the checks

```
Be: slip energy = -16.9 kJ/mol
Mg: slip energy = 91.6 kJ/mol
Pauli repulsion, unstretched Be stack (extrapolated) = 130.9 kJ/mol
Pauli repulsion, relaxed Be stack (fitted) = 30.5 kJ/mol
Pauli repulsion, slipped Be form = 23.6 kJ/mol
Pauli repulsion, Mg stack = 3.1 kJ/mol
CpBe+ eta-5 to eta-1 cost, exact integrals = 249.5 kJ/mol
Same cost, density fitting = 248.8 kJ/mol
Same cost with other ring as charges = 144.8 kJ/mol
PBE0 shift of Be slip energy = 15.9 kJ/mol
Be slip energy with PBE0 shift = -1.0 kJ/mol
Chosen C-C and C-H in eta-5 rings: 1.42, 1.08 angstrom
Be: optimised h in stacked BeCp2 = 1.727 angstrom
Be: stretch by second ring = 0.316 angstrom
Mg: trial h in stacked MgCp2 = 2.070 angstrom
Unstretched Be ring spacing = 3.00 angstrom
Be: optimised h in CpM+ = 1.412 angstrom
Be: stacked ring spacing = 3.45 angstrom
Be: slipped form, eta-5 height = 1.50 angstrom
Be: slipped form, eta-1 M-C bond = 1.72 angstrom
Be: slipped form, tilt = 106 degrees
Be: e1g level = -7.65 eV
Be: e1u level = -9.85 eV
Be: largest e1g overlap with metal s,p = 2.1e-13
Be: largest e1u overlap with metal s,p = 0.441
Mg: optimised h in CpM+ = 1.906 angstrom
Mg: stacked ring spacing = 4.14 angstrom
Mg: slipped form, eta-5 height = 2.00 angstrom
Mg: slipped form, eta-1 M-C bond = 2.12 angstrom
Mg: slipped form, tilt = 94 degrees
Mg: e1g level = -8.22 eV
Mg: e1u level = -9.09 eV
Mg: largest e1g overlap with metal s,p = 2.2e-13
Mg: largest e1u overlap with metal s,p = 0.412
```
